# One transition in the Bethe-Salpeter equation: Tamm-Dancoff versus full problem

## Question

I am learning the Bethe-Salpeter equation (BSE) for excitons and have cut it down to one occupied and one empty orbital. With a static interaction and real orbitals I am left with two equations,

$$AX+BY=\Omega X,\qquad BX+AY=-\Omega Y .$$

Here $A$ is the energy of the electron-hole pair, including the electron-hole interaction, and $B$ couples creating a pair to removing one. The Tamm-Dancoff approximation (TDA) drops $Y$, so $\Omega=A$.

I want to know how much that costs. The two uncoupled levels are at $+A$ and $-A$, so I expected level repulsion to push the upper one up by $B^2/(2A)$. When I put in numbers, it goes down. What is the correct energy, and where does my argument fail? I was also told that $X$ and $Y$ are hyperbolic functions of a "Bogoliubov angle". Why hyperbolic, when mixing two levels normally gives a sine and a cosine?

## Answer

Both puzzles come from the minus sign in your second equation. I take $A>0$ and $|B|<A$; what happens otherwise is discussed below. The algebra is in atomic units.

### The energy

Collect terms in each equation:

$$(A-\Omega)X=-BY,\qquad (A+\Omega)Y=-BX .$$

If $B=0$, the positive solution is $\Omega=A$ with $Y=0$. If $B\neq0$, neither amplitude can vanish, because the equations would then make the other vanish too. Multiply the two equations together and divide by $XY$:

$$(A-\Omega)(A+\Omega)=B^2\quad\Rightarrow\quad \Omega=\sqrt{A^2-B^2},$$

where I have taken the positive root. There is also a root at $-\Omega$. Changing the sign of $\Omega$ and exchanging $X$ and $Y$ turns your two equations into each other, so that root describes the same excitation and is not a second one.

Now look at your repulsion argument. In matrix form the problem is

$$\begin{pmatrix}A&B\\-B&-A\end{pmatrix}\begin{pmatrix}X\\Y\end{pmatrix}=\Omega\begin{pmatrix}X\\Y\end{pmatrix}.$$

Its characteristic equation is $(\Omega-A)(\Omega+A)=(B)(-B)=-B^2$. A symmetric matrix would have $+B^2$ on the right, and its levels would repel. Here the product of the off-diagonal elements is negative, so the levels at $\pm A$ attract.

### The size of the correction

Divide the characteristic equation by $\Omega+A$:

$$\Omega-A=-\frac{B^2}{A+\Omega}.$$

This is still exact for the two equations. Only $B^2$ enters, so the shift is downward for either sign of $B$. For small $|B|/A$, use $\sqrt{1-t}=1-t/2-t^2/8-\dots$ with $t=B^2/A^2$:

$$\Omega=A\sqrt{1-t}=A-\frac{B^2}{2A}-\frac{B^4}{8A^3}-\dots$$

The leading correction is therefore $-B^2/(2A)$: your magnitude with the opposite sign. Its quality follows from dividing it by the exact shift:

$$\frac{-B^2/(2A)}{-B^2/(A+\Omega)}=\frac{A+\Omega}{2A}.$$

This ratio is below one, so the leading term underestimates the size of the shift. For $A=4$ eV and $B=2$ eV, $\Omega=\sqrt{16-4}=3.464$ eV. The shift is $-0.536$ eV and the leading term is $-4/8=-0.500$ eV, about 7% too small relative to the exact shift. For $B=3.2$ eV, the leading term gives $-1.28$ eV where the exact shift is $-1.60$ eV, so it is 20% too small.

### Why the amplitudes are hyperbolic

First find the right normalization. Multiply your first equation by $X$, your second by $Y$, and add:

$$A(X^2+Y^2)+2BXY=\Omega\,(X^2-Y^2).$$

Since $2|XY|\le X^2+Y^2$, the left side is at least $(A-|B|)(X^2+Y^2)$, which is positive. For $\Omega>0$ it follows that $X^2-Y^2>0$, and we may scale the solution so that

$$X^2-Y^2=1 .$$

A sine and a cosine parametrize a circle, $X^2+Y^2=1$. This condition is a hyperbola, so $\cosh$ and $\sinh$ take their place.

To find the angle, note that $A^2-B^2=\Omega^2$ is also a hyperbola. We can therefore define $\theta$ by

$$A=\Omega\cosh2\theta,\qquad B=\Omega\sinh2\theta,\qquad \tanh2\theta=\frac BA .$$

For $B\ne0$, the first of your equations gives

$$\frac YX=\frac{\Omega-A}{B}=\frac{1-\cosh2\theta}{\sinh2\theta}
=\frac{-2\sinh^2\theta}{2\sinh\theta\cosh\theta}=-\tanh\theta .$$

Insert this into the norm: $X^2(1-\tanh^2\theta)=X^2/\cosh^2\theta=1$. Choosing $X>0$,

$$X=\cosh\theta,\qquad Y=-\sinh\theta .$$

At $B=0$ these reduce correctly to $X=1$, $Y=0$. For small $B/A$, $\theta\approx B/(2A)$ and so $Y\approx-B/(2A)$. The amplitude changes at first order in $B$, while the energy changes at second order. A property that depends on $X+Y$ can thus suffer more from the TDA than the energy does. The combination needed below is

$$(X+Y)^2=e^{-2\theta}=\cosh2\theta-\sinh2\theta=\frac{A-B}{\Omega}.$$

### Where Bogoliubov comes in

Treat the pair as a boson with $[b,b^\dagger]=1$ and take

$$H=A\,b^\dagger b+\tfrac B2\,(b^\dagger b^\dagger+bb).$$

Then $[H,b^\dagger]=Ab^\dagger+Bb$ and $[H,b]=-Ab-Bb^\dagger$. For $O^\dagger=Xb^\dagger-Yb$ this gives

$$[H,O^\dagger]=(AX+BY)\,b^\dagger+(BX+AY)\,b=\Omega\,(Xb^\dagger-Yb)=\Omega\,O^\dagger ,$$

where the middle step uses your two equations. So $O^\dagger$ creates an excitation of energy $\Omega$. Also $[O,O^\dagger]=X^2-Y^2=1$: the norm is what keeps the new operator a boson. A mixture of $b$ and $b^\dagger$ of this kind is a Bogoliubov transformation, and $\theta$ is its angle.

Inverting it gives $b=XO+YO^\dagger$. The ground state satisfies $O|0\rangle=0$, so $b|0\rangle=Y\,O^\dagger|0\rangle$ and $\langle b^\dagger b\rangle=Y^2$. In this model the ground state already contains some pairs, and the TDA ignores them. Real electron-hole pairs are not exact bosons, so this is a picture of the two equations and not an exact statement about electrons.

### A molecule with one transition

H$_2$ in the minimal STO-3G basis has one occupied orbital $g$ and one empty orbital $u$. I use Hartree-Fock orbital energies and the bare Coulomb interaction in place of the screened one. This is the unscreened limit of the BSE, also called time-dependent Hartree-Fock.

Let $D$ be the orbital gap, $J=(gg|uu)$ and $K=(gu|gu)$.

- The direct electron-hole attraction acts within each spin. It contributes $-J$ to $A$ and $-K$ to $B$.
- The exchange term $K$ connects spin-up and spin-down pairs equally. In the singlet, (up + down)$/\sqrt2$, the four contributions add to $\tfrac12\cdot4K=2K$, in both $A$ and $B$. In the triplet, (up − down)$/\sqrt2$, they cancel.

Hence

$$\text{singlet: } A=D+2K-J,\; B=K;\qquad \text{triplet: } A=D-J,\; B=-K .$$

At a bond length of 0.74 Å, $D=34.01$, $J=18.06$ and $K=4.93$ eV. Results below come from unrounded values, so last digits may differ by one.

- Singlet: $A=34.01+9.86-18.06=25.81$ eV and $\Omega=\sqrt{25.81^2-4.93^2}=25.33$ eV (0.931 hartree). The shift is $-0.48$ eV; $-B^2/(2A)$ gives $-0.47$ eV. The amplitudes are $X=1.005$, $Y=-0.097$.
- Triplet: $A=34.01-18.06=15.95$ eV and $\Omega=15.16$ eV (0.557 hartree). The shift is $-0.78$ eV; the leading term gives $-0.76$ eV. Since $B<0$, $Y$ is now positive: $X=1.013$, $Y=0.161$.

The basis is far too small for these to be realistic excitation energies of H$_2$, but it permits two instructive comparisons.

**Is the full result more accurate?** Full configuration interaction solves the electron problem exactly within this basis. Its gaps are 26.37 eV (singlet) and 16.50 eV (triplet), both above $A$. The reason is that the singly excited states cannot mix with the other configurations, from which they differ in parity or spin. Their energies above the Hartree-Fock ground state are therefore $A$. Correlation then lowers the true ground state by 0.56 eV and widens both gaps by that amount. The step from $A$ down to $\Omega$ goes the wrong way here. In a much larger basis (aug-cc-pVTZ, with all transitions kept) the triplet behaves the same way (TDA 9.99, full 9.57, full configuration interaction 10.60 eV), while the three singlet values lie within 0.1 eV of one another (12.75, 12.68 and 12.74 eV). "Full" means that both of your equations are kept; it does not guarantee a better energy.

**What does the full problem get right?** Consider the static polarizability along the bond. In the boson model a field $F$ adds $F\sqrt2\,d\,(b+b^\dagger)$, where $d=\langle g|z|u\rangle$ and $\sqrt2$ comes from the two spins of the singlet. Since $b+b^\dagger=(X+Y)(O+O^\dagger)$, second-order perturbation theory gives an energy $-2F^2d^2(X+Y)^2/\Omega$. Setting this equal to $-\tfrac12\alpha F^2$,

$$\alpha=\frac{4d^2(X+Y)^2}{\Omega}=\frac{4d^2(A-B)}{A^2-B^2}=\frac{4d^2}{A+B}.$$

The TDA has $X+Y=1$ and $\Omega=A$, so it gives $4d^2/A$. The numbers are 0.454 Å$^3$ for the full problem and 0.541 Å$^3$ for the TDA. A Hartree-Fock calculation in a small finite field gives 0.454 Å$^3$. The full problem reproduces the mean-field response, while the TDA is 19% too large relative to it. The mean-field value is not the exact one: full configuration interaction in this basis gives 0.411 Å$^3$, so the full problem is about 10% above it and the TDA about 32%. These values and percentages belong to the minimal basis. In aug-cc-pVTZ, with all transitions kept, the polarizabilities roughly double, to 0.95 Å$^3$ (Hartree-Fock), 1.09 Å$^3$ (TDA) and 0.95 Å$^3$ (full configuration interaction). The mean-field value is then within 1% of full configuration interaction, and the TDA is about 15% above it.

### When $|B|$ reaches $A$

As $|B|\to A$, $\Omega\to0$ and $|\theta|\to\infty$, so $X$ and $|Y|$ grow without limit. For $|B|>A>0$, $\Omega^2$ is negative and the root is imaginary. The TDA energy $A$ is still positive at that point, so it does not show the onset.

Stretching the H$_2$ bond shows it happening. In the STO-3G basis the triplet $\Omega$ vanishes at 1.15 Å, where $A$ is still 5.63 eV. At 1.2034 Å, which is 0.05 Å beyond that point, $A=4.75$ and $B=-5.71$ eV, so $\Omega^2<0$ and $|\Omega|=3.18$ eV.

The imaginary root signals a fault in the reference state. If the spin-up and spin-down orbitals are rotated towards $u$ by opposite angles, the curvature of the Hartree-Fock energy is $4(A+B)$ for the triplet $A$ and $B$, a relation confirmed in the numerical check. Beyond 1.15 Å this is negative, so the energy falls when the two spins are given different orbitals. The closed-shell state is then no longer a minimum, and the triplet root built on it no longer gives an excitation energy. The singlet root stays real through this point. The triplet $A$ turns negative only later, at 1.55 Å. These distances depend on the basis: in cc-pVTZ, with all transitions kept, the lowest triplet root vanishes at 1.21 Å, where the TDA energy is 3.86 eV, and the TDA energy reaches zero at 1.71 Å.

## Computed results

```
MODEL, A = 4 eV; energies in eV, theta, X, Y without unit
B = 0.4 eV: Omega = 3.97995 eV, theta = 0.05017, X = 1.00126, Y = -0.05019
  shift -0.02005 eV, leading term -0.02000 eV, two terms -0.02005 eV, leading/exact 0.9975
B = 1.2 eV: Omega = 3.81576 eV, theta = 0.15476, X = 1.01200, Y = -0.15538
  shift -0.18424 eV, leading term -0.18000 eV, two terms -0.18405 eV, leading/exact 0.9770
B = 2.0 eV: Omega = 3.46410 eV, theta = 0.27465, X = 1.03795, Y = -0.27812
  shift -0.53590 eV, leading term -0.50000 eV, two terms -0.53125 eV, leading/exact 0.9330
B = 3.2 eV: Omega = 2.40000 eV, theta = 0.54931, X = 1.15470, Y = -0.57735
  shift -1.60000 eV, leading term -1.28000 eV, two terms -1.48480 eV, leading/exact 0.8000
H2, STO-3G, R = 0.74 angstrom, unscreened interaction
orbital gap D = 34.0060 eV
J = 18.0605 eV, K = 4.9310 eV
ground-state correlation energy = -0.5585 eV
singlet: A (TDA) = 25.8075 eV, B = 4.9310 eV, B/A = 0.1911
  Omega = 25.3320 eV = 0.93093 hartree
  shift Omega - A = -0.4755 eV, -B^2/(2A) = -0.4711 eV
  theta = 0.09672, X = 1.00468, Y = -0.09687, Y^2 = 0.00938
  full-CI gap in this basis = 26.3660 eV
triplet: A (TDA) = 15.9455 eV, B = -4.9310 eV, B/A = -0.3092
  Omega = 15.1639 eV = 0.55726 hartree
  shift Omega - A = -0.7816 eV, -B^2/(2A) = -0.7624 eV
  theta = -0.15985, X = 1.01280, Y = 0.16053, Y^2 = 0.02577
  full-CI gap in this basis = 16.5040 eV
dipole element |d| = 0.4924 angstrom
polarizability along the bond, full: 0.45438 angstrom^3
  finite field: 0.45438 angstrom^3
  TDA: 0.54120 angstrom^3
triplet at R = 1.1034 angstrom: A = 6.5613 eV, B = -5.5361 eV, |Omega| = 3.5217 eV (real)
triplet at R = 1.2034 angstrom: A = 4.7487 eV, B = -5.7149 eV, |Omega| = 3.1797 eV (imaginary)
triplet Omega = 0 at R = 1.1534 angstrom, where A (TDA) = 5.6252 eV
```
